\section*{Defect position and Delta1–Delta5 coupling in a square-lattice tunnel barrier}

\section*{Problem}

A crystalline tunnel barrier has its normal along $z$ and a square in-plane lattice of period $a$ with plane group $p4mm$. The axes $x,y$ lie along the primitive lattice vectors, and the origin is on a fourfold axis. Spin--orbit coupling is neglected. At zero in-plane wavevector, $\mathbf k_\parallel=0$, a $\Delta_1$ state is invariant under all operations of $C_{4v}$, and a $\Delta_5$ pair transforms like $(x,y)$. A defect centred at the in-plane position $\mathbf d$ is repeated on a superlattice of the crystal.

It is proposed that the defect leaves $\Delta_1$ and $\Delta_5$ uncoupled when it is centred on a fourfold axis, and couples them directly whenever it is displaced off every such axis. ``Directly'' means through a matrix element between the two zone-centre states, without an intermediate state.

\begin{enumerate}
\item[(a)] Find the positions at which symmetry forbids the coupling, and correct the proposal if necessary. State what the defect itself must satisfy.
\item[(b)] For a thin defect layer with a round Gaussian profile, find how the matrix element depends on $\mathbf d$.
\item[(c)] A $\Delta_5$ wave of unit amplitude reaches the layer. Find the $\Delta_1$ amplitude a distance $D$ beyond it, including repeated scattering, and the condition for it to exceed the directly transmitted $\Delta_5$ amplitude.
\item[(d)] Evaluate the results for round parameters in the rough regime of an MgO(001) barrier, and judge what the selection rule does and does not protect.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The selection rule}

Write $\mathbf r=(x,y)$. A half-turn about the vertical axis through $\mathbf d$ acts on a function as
\begin{equation}
(C_{\mathbf d}f)(\mathbf r,z)=f(2\mathbf d-\mathbf r,z).
\end{equation}
It is the half-turn about the origin, itself a symmetry, combined with a translation by $2\mathbf d$. It is therefore a symmetry of the perfect barrier exactly when $2\mathbf d$ is a lattice vector. The half-turn axes are therefore
\begin{equation}
\mathbf d=\tfrac a2(n_1,n_2),\qquad n_1,n_2\ \text{integers}.
\label{eq:axes}
\end{equation}

Not all of these are fourfold. A quarter-turn $R(x,y)=(-y,x)$ about $\mathbf d$ sends $\mathbf r$ to $R\mathbf r+(\mathbf d-R\mathbf d)$, so it is a symmetry when
\begin{equation}
\mathbf d-R\mathbf d=(d_x+d_y,\;d_y-d_x)
\end{equation}
is a lattice vector. Setting the components equal to $na$ and $ma$ gives $d_x=(n-m)a/2$ and $d_y=(n+m)a/2$. In the notation of (\ref{eq:axes}), $n_1+n_2=2n$ is even. Each cell thus has fourfold axes at $(0,0)$ and $(a/2,a/2)$, and axes that are only twofold at $(a/2,0)$ and $(0,a/2)$.

Zone-centre states have the period of the lattice. On any axis (\ref{eq:axes}),
\begin{equation}
\phi(2\mathbf d-\mathbf r,z)=\phi(-\mathbf r,z)=
\begin{cases}+\phi(\mathbf r,z), & \Delta_1,\\ -\phi(\mathbf r,z), & \Delta_5.\end{cases}
\label{eq:parity}
\end{equation}
The first equality is periodicity; the second holds because $(x,y)$ changes sign under a half-turn and a $\Delta_1$ function does not.

Let the defect potential be $V_{\mathbf d}(\mathbf r,z)=\sum_{\mathbf R}v(\mathbf r-\mathbf d-\mathbf R,z)$, with $\mathbf R$ running over the superlattice, and let the defect be even under its own half-turn, $v(-\boldsymbol\rho,z)=v(\boldsymbol\rho,z)$. Then
\begin{equation}
V_{\mathbf d}(2\mathbf d-\mathbf r,z)=\sum_{\mathbf R}v(\mathbf d-\mathbf r-\mathbf R,z)
=\sum_{\mathbf R}v(\mathbf r-\mathbf d+\mathbf R,z)=V_{\mathbf d}(\mathbf r,z),
\end{equation}
since $-\mathbf R$ belongs to the superlattice whenever $\mathbf R$ does. The superlattice need not be square. Changing the integration variable from $\mathbf r$ to $2\mathbf d-\mathbf r$ in the matrix element and using (\ref{eq:parity}) gives
\begin{equation}
M_j=\langle\Delta_1|V_{\mathbf d}|\Delta_{5,j}\rangle=(+1)(-1)M_j=-M_j
\quad\Longrightarrow\quad M_j=0,\qquad j=x,y.
\end{equation}

The result extends to all orders in the defect. Both the perfect Hamiltonian $H_0$ and $V_{\mathbf d}$ commute with $C_{\mathbf d}$, and so does every term of $V+V(E-H_0)^{-1}V+\dots$. The argument above then applies to the whole scattering operator. If electrodes are included in $H_0$, they must share the half-turn.

The proposal therefore needs two corrections. First, a defect on a twofold axis is off every fourfold axis and still does not couple $\Delta_1$ to $\Delta_5$. The coupling becomes allowed when $\mathbf d$ is off all the axes (\ref{eq:axes}). Allowed does not mean nonzero, which is examined in (b). Second, the defect must itself be even under the half-turn; a centre of weight on the axis is not enough.

\subsection*{(b) Dependence on position}

Let the barrier be uniform along $z$, with in-plane eigenfunctions $\phi_n(\mathbf r)$ whose mean square over the cell is one. The defect is a thin sheet at $z=z_0$ with one scatterer per $N\times N$ cells,
\begin{equation}
V_{\mathbf d}=\delta(z-z_0)\sum_{\mathbf R}\lambda(\mathbf r-\mathbf d-\mathbf R),\qquad
\lambda(\boldsymbol\rho)=V_0t\,e^{-\rho^2/2\sigma^2}.
\end{equation}
Here $V_0$ is the height of the scatterer and $t$ its thickness. The functions $\phi_1,\phi_{5x},\phi_{5y}$ can be chosen real. Their products are periodic, so the integral over one supercell, summed over $\mathbf R$, unfolds into an integral over the plane:
\begin{equation}
M_x(\mathbf d)=\frac1{N^2a^2}\int d^2r\,\phi_1(\mathbf r)\phi_{5x}(\mathbf r)\,\lambda(\mathbf r-\mathbf d).
\end{equation}
The product $\phi_1\phi_{5x}$ is odd in $x$ and even in $y$. With $g=2\pi/a$ its Fourier series is $\sum_{p\ge1,q\ge0}F_{pq}\sin(pgx)\cos(qgy)$. For any wavevector $\mathbf Q$,
\begin{equation}
\int d^2r\,e^{i\mathbf Q\cdot\mathbf r}\lambda(\mathbf r-\mathbf d)
=2\pi\sigma^2V_0t\,e^{-Q^2\sigma^2/2}\,e^{i\mathbf Q\cdot\mathbf d},
\end{equation}
so each harmonic keeps its form and is damped:
\begin{equation}
M_x(\mathbf d)=\lambda_0\sum_{p\ge1,\,q\ge0}F_{pq}\,e^{-(p^2+q^2)g^2\sigma^2/2}\sin(pgd_x)\cos(qgd_y),
\qquad \lambda_0=\frac{2\pi\sigma^2V_0t}{N^2a^2}.
\label{eq:series}
\end{equation}
$M_y$ follows by exchanging $x$ and $y$.

In the limit of a weak crystal potential, $\phi_1=1$ and $\phi_{5x}=\sqrt2\sin gx$. Then $F_{10}=\sqrt2$ is the only coefficient, and
\begin{equation}
M_x=A\sin gd_x,\qquad M_y=A\sin gd_y,\qquad A=\sqrt2\,\lambda_0e^{-g^2\sigma^2/2}.
\label{eq:sine}
\end{equation}
Both elements vanish together only where both sines vanish, which is the set (\ref{eq:axes}). Everywhere else this limit gives a nonzero coupling. For the lowest $\Delta_1$ and $\Delta_5$ states, a stronger crystal potential adds no further zeros. The function $\phi_1$ has no nodes, and $\phi_{5x}$, the lowest state odd in $x$, changes sign only at $x=0$, $x=a/2$ and their periodic copies. Smoothing their product with a round Gaussian keeps its sign between these lines. For higher states or another defect shape, accidental zeros at other positions are possible.

Near an axis the coupling grows linearly with the displacement $\delta_x$ from that axis; in the weak-potential limit $M_x\simeq\pm Ag\delta_x$. For a displacement along $x$ the mirror $y\to-y$ survives, and only the $x$ partner couples. At $(a/4,a/4)$ the diagonal mirror survives, so $M_x=M_y$: the combination $(\phi_{5x}+\phi_{5y})/\sqrt2$ couples with strength $\sqrt2M_x$, and the orthogonal one does not couple.

A twofold site does differ from a fourfold one in other matrix elements, such as the one between $\Delta_1$ and a state of $x^2-y^2$ symmetry. In the weak-potential limit, the latter state is $\cos gx-\cos gy$, and its element with $\Delta_1$ is
\begin{equation}
\lambda_0e^{-g^2\sigma^2/2}(\cos gd_x-\cos gd_y).
\end{equation}
This is zero on both fourfold axes and has its largest magnitude at $(a/2,0)$.

\subsection*{(c) Conversion in the barrier}

Let $\beta=\hbar^2/2m$, $s=z-z_0$, and let $\Phi$ be the height of the $\Delta_1$ barrier above the electron energy. With in-plane energies $\varepsilon_n$, the amplitudes $\psi_n(s)$ obey
\begin{equation}
-\beta\psi_n''+\beta\kappa_n^2\psi_n=-\delta(s)\sum_m\Lambda_{nm}\psi_m(0),
\qquad \beta\kappa_n^2=\Phi+\varepsilon_n-\varepsilon_1,
\label{eq:channels}
\end{equation}
where $\Lambda_{nm}$ is the sheet matrix element between $\phi_n$ and $\phi_m$, so that $\Lambda_{1,5x}=M_x$. The sum includes the folded states, whose primitive wavevector is a nonzero reciprocal vector of the superlattice.

For a source $-c_n\delta(s)$ the decaying solution is $-c_ne^{-\kappa_n|s|}/(2\beta\kappa_n)$. Its slope jumps by $c_n/\beta$ at $s=0$, as (\ref{eq:channels}) requires. Define the diagonal matrix $G_n=1/(2\beta\kappa_n)=m/(\hbar^2\kappa_n)$. With an incoming wave $\psi^0$,
\begin{equation}
\psi(0)=\psi^0(0)-G\Lambda\psi(0)
\;\Longrightarrow\;
\Lambda\psi(0)=T\psi^0(0),\qquad T=\Lambda(1+G\Lambda)^{-1}.
\end{equation}
For a unit $\Delta_5$ wave, the $\Delta_1$ amplitude at distance $D$ beyond the sheet is
\begin{equation}
\psi_1(D)=-G_1T_{15}\,e^{-\kappa_1D}.
\label{eq:conv}
\end{equation}
Reflections at the barrier faces are left out. Without the defect, the $\Delta_5$ amplitude at the same place is $e^{-\kappa_5D}$. The converted wave is larger when
\begin{equation}
(\kappa_5-\kappa_1)D>-\ln|G_1T_{15}|.
\label{eq:break}
\end{equation}
If the defect sits on an axis (\ref{eq:axes}), $T_{15}=0$ and this condition is never met.

Formula (\ref{eq:conv}) was tested against a finite-difference solution of (\ref{eq:channels}) with three states, $\Delta_1$ and the two $\Delta_5$ partners. The defect was at $(0.07,0.03)$ nm and ten times stronger than in the example below. The relative difference was $4\times10^{-4}$.

\subsection*{(d) Numbers and their meaning}

The in-plane crystal potential is
\begin{equation}
U=-U_0(\cos gx+\cos gy)-U_1\cos gx\cos gy,
\end{equation}
with $U_0=4$ eV, $U_1=3$ eV and $a=0.30$ nm. The barrier is 2 nm thick with $\Phi=3$ eV and the free-electron mass. The defect has $V_0=4$ eV (repulsive), $t=0.20$ nm, $\sigma=0.08$ nm and $N=3$, and lies $D=1$ nm from the exit. In the layer containing the defect, Mg is at $(0,0)$, O at $(a/2,a/2)$, the hollow between atoms at $(a/2,0)$, and a Mg--O bond centre at $(a/4,a/4)$.

\paragraph{Coupling.} The mean sheet strength is
\begin{equation}
\lambda_0=\frac{2\pi(0.08)^2(4)(0.20)}{9(0.30)^2}\ \text{eV nm}=39.7\ \text{meV nm}.
\end{equation}
With $g=20.94\ \text{nm}^{-1}$, (\ref{eq:sine}) gives $A=13.8$ meV nm. The full crystal potential gives $M_x=M_y=13.5$ meV nm at the bond centre, 2\% below $A$, and a total of $\sqrt2\times13.5=19.1$ meV nm. At the Mg, O and hollow sites the element is zero to rounding error. On a $12\times12$ grid of positions in the cell, the four half-turn axes give zero, and all other points give between 5.9 and 19.1 meV nm. The hollow instead couples $\Delta_1$ to the $x^2-y^2$ state, with an element of $-17.6$ meV nm.

The condition on the defect's own shape can be seen with two unequal lobes on the $x$ axis: two thirds of the strength at $+0.04$ nm and one third at $-0.08$ nm. The centre of weight is on the fourfold axis, yet $M_x=2.5$ meV nm.

\paragraph{Conversion.} The in-plane energy of $\Delta_5$ is 17.3 eV above that of $\Delta_1$, so
\begin{equation}
\kappa_1=\sqrt{\frac{3.0}{0.0381}}=8.87\ \text{nm}^{-1},\qquad
\kappa_5=\sqrt{\frac{3.0+17.3}{0.0381}}=23.1\ \text{nm}^{-1}.
\end{equation}
For every site the incoming wave is taken as $(\phi_{5x}+\phi_{5y})/\sqrt2$, the combination that couples at the bond centre. There, repeated scattering lowers the coupling from 19.1 to $|T_{15}|=10.7$ meV nm. The conversion amplitude at the sheet is
\begin{equation}
G_1|T_{15}|=\frac{0.0107}{2(0.0381)(8.87)}=0.016,
\end{equation}
and the squared $\Delta_1$ amplitude at the exit is $(0.0158)^2e^{-17.75}=4.9\times10^{-12}$. Directly transmitted $\Delta_5$ has $e^{-46.2}=9\times10^{-21}$. These are squared amplitudes relative to the wave arriving at the defect, not junction transmissions. Their enormous ratio rests on the large $\kappa_5$ of this model. With the conversion amplitude held fixed, (\ref{eq:break}) requires only $\kappa_5-\kappa_1>4.15\ \text{nm}^{-1}$ at $D=1$ nm.

These values belong to the sheet limit, which needs $\kappa_nt\ll1$ for the states involved. Here $\kappa_1t=1.8$ and $\kappa_5t=4.6$, so they are only rough for a layer of the stated thickness. Spreading the same strength uniformly over $t=0.20$ nm, centred on $z_0$, raises the conversion amplitude to 0.026 and the converted exit weight to $1.4\times10^{-11}$. The sheet-limit weights given below for the symmetric sites roughly double. The zeros required by symmetry are unchanged.

\paragraph{What the rule does not protect.} A defect on a half-turn axis still scatters $\Delta_5$ into other states that are odd under the half-turn. Such states exist among the folded ones. If $\phi_{\mathbf k}$ is a Bloch state of the lowest band with $\phi_{\mathbf k}(-\mathbf r)=\phi_{-\mathbf k}(\mathbf r)$, then $C_{\mathbf d}\phi_{\mathbf k}=e^{2i\mathbf k\cdot\mathbf d}\phi_{-\mathbf k}$, and $\phi_{\mathbf k}-e^{2i\mathbf k\cdot\mathbf d}\phi_{-\mathbf k}$ is odd. For $N=3$ it is never zero, because no folded $\mathbf k$ is equivalent to $-\mathbf k$; for even $N$ it can vanish at the zone boundary. The lowest folded states decay at $10.8\ \text{nm}^{-1}$, faster than $\Delta_1$ but far more slowly than $\Delta_5$. The total scattered weight at the exit is $2.8\times10^{-14}$ for the Mg site, $2.1\times10^{-13}$ for the O site and $1.7\times10^{-13}$ for the hollow. In the sheet limit this is 0.6\%, 4\% and 3\% of the converted $\Delta_1$ weight at the bond centre; for the layer of thickness $t$ it is 0.4\%, 3\% and 2\%. In both cases it is far above the direct $\Delta_5$ weight. These percentages hold for $N=3$ and grow as the defects are diluted, for two reasons: the folded states become more numerous while $\Delta_1$ remains a single state, and the lowest of them have smaller wavevectors and decay more slowly. For $N=6$ the lowest rate is $9.4\ \text{nm}^{-1}$, and the percentages are 9\%, 38\% and 33\% in the sheet limit; for $N=10$ they are 25\%, 108\% and 92\%, so at low density the leakage from the O and hollow sites is as large as the converted $\Delta_1$ weight of a bond-centre defect. At the hollow the leakage also depends on the incoming partner: for $N=3$ in the sheet limit, the scattered weight at $(a/2,0)$ is $3.1\times10^{-13}$ for $\phi_{5x}$ and $2.1\times10^{-14}$ for $\phi_{5y}$, and the value above is their mean. Symmetric placement removes the zone-centre coupling between $\Delta_1$ and $\Delta_5$; it does not remove leakage.

\paragraph{Comparison with a real barrier.} The period and thickness are roughly those of MgO(001) barriers. An unrelaxed oxygen vacancy lies on a fourfold axis, so an isolated or periodically repeated one falls under the selection rule. For an irregular arrangement of such defects the first-order element still vanishes, but the arrangement as a whole need not have a half-turn, and scattering between defects then leaves a small $T_{15}$. In this model it was at most about $2\times10^{-4}$ meV nm for two irregular sets of three like defects per $5\times5$ cells, against 11 meV nm for the same sets on bond centres, and 0.02 meV nm for one Mg-site and one O-site defect. The potential $U$ is a scalar model, uniform along $z$, whereas Mg and O alternate along each column of the crystal. Averaged over a period in $z$, the $U_0$ term would vanish in real MgO. The $\Delta_5$ energy of the model, measured from $\Delta_1$, is close to the free-electron value $\beta g^2=16.7$ eV, and $\kappa_5$ is probably too large for MgO. One scatterer per nine cells is a high density for a good barrier. With a mass of $0.4m_e$ and the same barrier height, $\kappa_1$ falls to $5.6\ \text{nm}^{-1}$ and the first-order conversion amplitude at the sheet is multiplied by 0.63. To first order in the defect, and with its matrix element held fixed, the converted exit weight then rises by a factor of about $0.4\,e^{2(8.87-5.61)}\approx270$, and with the in-plane states and repeated scattering recomputed for this mass, the amplitude is multiplied by 0.86 and the weight by about 500. Its absolute value is therefore not a prediction for a device. Real defects are also not periodic. They scatter into a continuum of $\mathbf k_\parallel$ instead of a few folded states, and that total is not evaluated here.

\paragraph{Other corrections.} Thermal motion moves a defect off its axis. For a rough rms displacement of 0.006 nm along each axis, treated as static and common to all copies, a defect on the Mg axis acquires an rms first-order element, combined over both $\Delta_5$ partners, 0.14 times that of the bond centre, or 2\% in weight. For the fixed incoming combination used above, the ratio is 0.10, or 1\% in weight. Away from $\mathbf k_\parallel=0$ the labels $\Delta_1$ and $\Delta_5$ lose their strict meaning. At $k_\parallel=\sqrt{\kappa_1/L}=2.1\ \text{nm}^{-1}$, with $L$ the barrier thickness, the tunnelling weight has fallen by a factor of about $e$, since $2L(\sqrt{\kappa_1^2+k_\parallel^2}-\kappa_1)\simeq k_\parallel^2L/\kappa_1$ for free in-plane motion; the lowest band of the model is slightly heavier and gives a factor of 2.3. For this wavevector along $x$, the periodic part of the lowest state contains a $\Delta_5$ amplitude of 0.04. With the 17.3 eV separation of this model, spin--orbit coupling of roughly 0.02 eV would mix the two symmetries with an amplitude near $10^{-3}$; a smaller separation, as is likely in MgO, would give more mixing. A bias of 0.1 V gives 0.5 MV/cm, about 5\% of a rough breakdown field of 10 MV/cm, and lowers the mean barrier by 2\% for an electron at the top of the bias window, which raises its $\Delta_1$ tunnelling weight through the full barrier by about a third. For an electron at the bottom of the window the weight falls by about a quarter, and the average over the window changes by only 1.5\%. The energy spread at 300 K raises the $\Delta_1$ current by about 4\%. The neglected echo from the exit face, on its return to the defect, is of order $e^{-2\kappa_1D}=2\times10^{-8}$ in amplitude. Matching to the electrode at the face itself changes the exit amplitude by a factor of order one, which is not included here. The remaining values are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
INPUT period a = 0.30 nm; supercell = 3 x 3 cells
INPUT in-plane potential U0 = 4.0 eV, U1 = 3.0 eV
INPUT Delta1 barrier = 3.0 eV; thickness = 2.0 nm
INPUT defect height = 4.0 eV; sheet thickness = 0.20 nm
INPUT defect width sigma = 0.08 nm; to exit = 1.0 nm
hbar^2/(2 m_e) = 0.03810 eV nm^2; g = 20.944 1/nm
Delta5 - Delta1 in-plane energy = 17.289 eV
kappa1 = 8.874 1/nm; kappa5 = 23.076 1/nm
mean sheet strength lambda0 = 39.716 meV nm
empty-lattice amplitude of M_x = 13.800 meV nm
Mg axis (fourfold): first-order |M15| = 0.0000 meV nm
Mg axis (fourfold): all-order |T15| = 0.0000 meV nm
O axis (fourfold): first-order |M15| = 0.0000 meV nm
O axis (fourfold): all-order |T15| = 0.0000 meV nm
hollow (twofold): first-order |M15| = 0.0000 meV nm
hollow (twofold): all-order |T15| = 0.0000 meV nm
bond centre: first-order |M15| = 19.1466 meV nm
bond centre: all-order |T15| = 10.6772 meV nm
bond centre: M_x = 13.539 meV nm
bond centre: M_y = 13.539 meV nm
scan: largest |M15| on half-turn axes = 2.1e-15 meV nm
scan: smallest |M15| elsewhere = 5.928 meV nm
scan: largest |M15| elsewhere = 19.147 meV nm
hollow: Delta1 to x2-y2 element = -17.593 meV nm
lopsided defect, centroid on axis: M_x = 2.520 meV nm
bond centre: conversion amplitude at sheet = 0.01579
break-even kappa5 - kappa1 = 4.148 1/nm
exit weight, direct Delta5 without defect = 9.040e-21
exit weight, converted Delta1, bond centre = 4.890e-12
exit weight, all scattered, bond centre = 5.275e-12
exit weight, all scattered, Mg axis (fourfold) = 2.797e-14
exit weight, all scattered, O axis (fourfold) = 2.073e-13
exit weight, all scattered, hollow (twofold) = 1.651e-13
lowest folded-state decay rate = 10.802 1/nm
finite-difference check of sheet formula: error = 4.1e-04
NEGLECTED k spread = 2.106 1/nm; Delta5 part = 0.0382
NEGLECTED rough rms displacement per axis = 0.006 nm
  its rms |M15| / bond-centre |M15| = 0.141
NEGLECTED rough spin-orbit energy = 0.02 eV
  spin-orbit mixing amplitude = 1.2e-03
NEGLECTED bias 0.10 V: field = 0.50 MV/cm
  field / rough breakdown field of 10 MV/cm = 0.050
  mean barrier change / barrier = 0.017
NEGLECTED 300 K energy spread: Delta1 current factor = 1.040
NEGLECTED mass 0.4 m_e: kappa1 = 5.612 1/nm
  first-order conversion amplitude factor = 0.632
NEGLECTED interface echo exp(-2 kappa1 D) = 2.0e-08
\end{verbatim}
